# The Eyring–Kramers formula from well weight and capacity: a program that tests the result

```python
"""
Result under test: the Eyring-Kramers mean escape time of an overdamped particle,
    tau = (2 pi gamma / lam) sqrt(|det H_s| / det H_a) exp((U_s - U_a) / kT),
obtained as (well weight) / (capacity), with the capacity bounded above by
Dirichlet's principle and below by Thomson's principle.
gamma: friction; U: potential; a: starting minimum; b: target minimum; s: saddle;
H: Hessian of U; -lam: negative eigenvalue of H_s; kT: thermal energy.
Reduced units: length ELL, energy E0, time gamma ELL^2 / E0; eps = kT / E0.
h: probability of reaching the disc about a before the disc about b.
Capacities and weights are multiplied by exp(U_s / kT) to keep numbers moderate.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as K_B
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

TEMP, GAMMA, ELL, E0 = 300.0, 1.0e-8, 1.0e-7, 6.0e-20
TILT, RADIUS = 0.2, 0.25
EPS = K_B * TEMP / E0
TIME_UNIT = GAMMA * ELL**2 / E0

# ---------- potential and its critical points ----------
X, Y = sp.symbols("x y", real=True)
u_expr = (X**2 - 1)**2 + sp.Rational(1, 5) * X + (2 + X**2) * (Y - X / 2)**2
u = sp.lambdify((X, Y), u_expr, "numpy")
ux = sp.lambdify((X, Y), sp.diff(u_expr, X), "numpy")
uy = sp.lambdify((X, Y), sp.diff(u_expr, Y), "numpy")
lap = sp.lambdify((X, Y), sp.diff(u_expr, X, 2) + sp.diff(u_expr, Y, 2), "numpy")
hess = sp.lambdify((X, Y), sp.hessian(u_expr, (X, Y)), "numpy")

roots = np.sort(np.roots([4.0, 0.0, -4.0, TILT]).real)
b_pt, s_pt, a_pt = [np.array([r, r / 2]) for r in roots]
for pt in (a_pt, b_pt, s_pt):
    assert abs(ux(*pt)) + abs(uy(*pt)) < 1e-10
u_a, u_b, u_s = u(*a_pt), u(*b_pt), u(*s_pt)
H_a, H_b, H_s = [np.array(hess(*pt), float) for pt in (a_pt, b_pt, s_pt)]
vals, vecs = np.linalg.eigh(H_s)
lam, lam_perp = -vals[0], vals[1]
assert lam > 0 and lam_perp > 0
assert np.all(np.linalg.eigvalsh(H_a) > 0) and np.all(np.linalg.eigvalsh(H_b) > 0)
e_q = vecs[:, 0] * np.sign(vecs[0, 0])
e_p = np.array([-e_q[1], e_q[0]])


def cap_formula(eps):
    return lam / (2 * np.pi) * (2 * np.pi * eps) / np.sqrt(abs(np.linalg.det(H_s)))


def weight_formula(eps):
    return 2 * np.pi * eps / np.sqrt(np.linalg.det(H_a)) * np.exp((u_s - u_a) / eps)


def time_formula(eps):
    ratio = abs(np.linalg.det(H_s)) / np.linalg.det(H_a)
    return 2 * np.pi / lam * np.sqrt(ratio) * np.exp((u_s - u_a) / eps)


# ---------- finite-volume solution of the boundary-value problems ----------
def solve_grid(eps, d, with_time=False):
    nx, ny = int(round(2.2 / d)), int(round(2.8 / d))
    x, y = np.meshgrid(np.arange(-nx, nx + 1) * d, np.arange(-ny, ny + 1) * d,
                       indexing="ij")
    # reflecting wall 15 kT above the saddle, where almost no weight remains
    inside = (u(x, y) - u_s) / eps < 15.0
    index = -np.ones(x.shape, int)
    n = int(inside.sum())
    index[inside] = np.arange(n)
    ii, jj, ww = [], [], []
    for lo, hi, dx, dy in (((slice(None, -1), slice(None)),
                            (slice(1, None), slice(None)), d / 2, 0.0),
                           ((slice(None), slice(None, -1)),
                            (slice(None), slice(1, None)), 0.0, d / 2)):
        both = inside[lo] & inside[hi]
        ii.append(index[lo][both])
        jj.append(index[hi][both])
        mid = u(x[lo][both] + dx, y[lo][both] + dy)
        ww.append(eps * np.exp(-(mid - u_s) / eps))
    i, j, w = map(np.concatenate, (ii, jj, ww))
    mat = coo_matrix((np.concatenate([w, w, -w, -w]),
                      (np.concatenate([i, j, i, j]),
                       np.concatenate([i, j, j, i]))), shape=(n, n)).tocsr()
    px, py = x[inside], y[inside]
    in_a = (px - a_pt[0])**2 + (py - a_pt[1])**2 <= RADIUS**2
    in_b = (px - b_pt[0])**2 + (py - b_pt[1])**2 <= RADIUS**2
    free = np.flatnonzero(~(in_a | in_b))
    h = in_a.astype(float)
    rhs = -(mat @ h)[free]
    h[free] = spsolve(mat[free][:, free].tocsc(), rhs, permc_spec="MMD_AT_PLUS_A")
    mass = np.exp(-(u(px, py) - u_s) / eps) * d * d
    out = dict(cap=np.sum(w * (h[i] - h[j])**2), weight=np.sum(h * mass),
               h=h, px=px, py=py, mass=mass, in_b=in_b)
    if with_time:
        rest = np.flatnonzero(~in_b)
        t = np.zeros(n)
        t[rest] = spsolve(mat[rest][:, rest].tocsc(), mass[rest],
                          permc_spec="MMD_AT_PLUS_A")
        charge = (mat @ h)[in_a]
        out["t_nu"] = np.sum(charge * t[in_a]) / np.sum(charge)
        out["t_a"] = t[np.argmin((px - a_pt[0])**2 + (py - a_pt[1])**2)]
    return out


def extrapolate(coarse, fine):
    return (4 * fine - coarse) / 3


# ---------- Dirichlet upper bound from an error-function profile ----------
def upper_bound(eps, delta=0.6):
    for pt, side in ((a_pt, 1), (b_pt, -1)):
        assert side * ((pt - s_pt) @ e_q) - RADIUS > delta
    z, wz = np.polynomial.legendre.leggauss(240)
    q, wq = delta * z, delta * wz
    p, wp = 2.0 * z, 2.0 * wz
    slope = np.exp(-lam * q**2 / (2 * eps))
    slope /= np.sum(wq * slope)
    qq, pp = np.meshgrid(q, p, indexing="ij")
    pot = u(s_pt[0] + qq * e_q[0] + pp * e_p[0], s_pt[1] + qq * e_q[1] + pp * e_p[1])
    return eps * np.sum((wq * slope**2)[:, None] * wp * np.exp(-(pot - u_s) / eps))


# ---------- Thomson lower bound: straight flow, then steepest descent ----------
BOX_Q, BOX_P = 0.45, 0.40
z_nodes, z_weights = np.polynomial.legendre.leggauss(80)
p_nodes, p_weights = BOX_P * z_nodes, BOX_P * z_weights
DT_PATH, N_PATH = 0.0025, 1400


def path_rate(state):
    return np.array([-ux(state[0], state[1]), -uy(state[0], state[1]),
                     lap(state[0], state[1])])


paths = []
for side, goal in ((1, a_pt), (-1, b_pt)):
    start = s_pt[:, None] + side * BOX_Q * e_q[:, None] + e_p[:, None] * p_nodes
    state = np.vstack([start, np.zeros_like(p_nodes)])
    v_out = side * (e_q @ path_rate(state)[:2])
    assert np.all(v_out > 0)
    outside = np.ones(len(p_nodes), bool)
    pot_list, factor_list = [], []
    for step in range(N_PATH):
        outside = outside & (np.hypot(state[0] - goal[0], state[1] - goal[1]) > RADIUS)
        q_now = side * (e_q @ (state[:2] - s_pt[:, None]))
        assert np.all(q_now[outside] > BOX_Q - 1e-9)  # no return into the box
        grad2 = ux(state[0], state[1])**2 + uy(state[0], state[1])**2
        quad = DT_PATH * (0.5 if step == 0 else 1.0)
        pot_list.append(u(state[0], state[1]) - u_s)
        factor_list.append(quad * outside * np.exp(state[2]) * grad2 / v_out)
        k1 = path_rate(state)
        k2 = path_rate(state + DT_PATH / 2 * k1)
        k3 = path_rate(state + DT_PATH / 2 * k2)
        k4 = path_rate(state + DT_PATH * k3)
        state = state + DT_PATH / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    assert not np.any(outside)  # every path has reached its disc
    paths.append((np.array(pot_list), np.array(factor_list)))


def lower_bound(eps):
    f = np.exp(-lam_perp * p_nodes**2 / (2 * eps))
    f /= np.sum(p_weights * f)
    q, wq = BOX_Q * z_nodes, BOX_Q * z_weights
    qq, pp = np.meshgrid(q, p_nodes, indexing="ij")
    pot = u(s_pt[0] + qq * e_q[0] + pp * e_p[0], s_pt[1] + qq * e_q[1] + pp * e_p[1])
    box = np.sum(wq[:, None] * (p_weights * f**2) * np.exp((pot - u_s) / eps)) / eps
    tails = sum(np.sum(p_weights * f**2 * np.sum(fac * np.exp(pt / eps), axis=0))
                for pt, fac in paths) / eps
    return 1 / (box + tails), tails / (box + tails)


# ---------- bounds, capacity and mean time at three temperatures ----------
table = []
for eps in (2 * EPS, EPS, EPS / 2):
    main = eps == EPS
    coarse, fine = solve_grid(eps, 0.02, main), solve_grid(eps, 0.01, main)
    cap = extrapolate(coarse["cap"], fine["cap"])
    weight = extrapolate(coarse["weight"], fine["weight"])
    low, tail_share = lower_bound(eps)
    high = upper_bound(eps)
    # 5e-4 allows for the grid error left in the extrapolated capacity
    assert low < cap * (1 + 5e-4) and cap < high * (1 + 5e-4)
    table.append((eps, low / cap_formula(eps), cap / cap_formula(eps),
                  high / cap_formula(eps), weight / weight_formula(eps),
                  weight / cap / time_formula(eps), tail_share))
    if main:
        result, cap_main, weight_main = fine, cap, weight
        t_nu = extrapolate(coarse["t_nu"], fine["t_nu"])
        t_a = extrapolate(coarse["t_a"], fine["t_a"])
    cold = fine
table = np.array(table)
for column in (1, 2, 3, 4, 5):
    deviation = np.abs(table[:, column] - 1)
    assert deviation[2] < deviation[1] < deviation[0], column
    assert deviation[2] < 0.06, column
assert table[2, 6] < table[1, 6] < table[0, 6]

# hitting-time equation against weight over capacity, and start at the minimum
assert abs(t_nu / (weight_main / cap_main) - 1) < 1e-3
assert abs(t_a / t_nu - 1) < 2e-3

# ---------- the deeper target well is suppressed by h ----------
q_grid = (result["px"] - s_pt[0]) * e_q[0] + (result["py"] - s_pt[1]) * e_q[1]
valley_b = (q_grid < 0) & (u(result["px"], result["py"]) < u_s)
bare_ratio = np.sum(result["mass"][valley_b]) / weight_main
h_share = np.sum((result["h"] * result["mass"])[valley_b]) / weight_main
assert bare_ratio > 10 and h_share < 0.01

# ---------- exponential comparison function and the maximum principle ----------
S_EXP, ETA = 0.3, 0.2
e_sym, s_sym = sp.Rational(7, 100), sp.Rational(3, 10)
trial = sp.exp(s_sym * u_expr / e_sym)
direct = sum(e_sym * sp.exp(u_expr / e_sym)
             * sp.diff(sp.exp(-u_expr / e_sym) * sp.diff(trial, v), v) for v in (X, Y))
lap_sym = sp.diff(u_expr, X, 2) + sp.diff(u_expr, Y, 2)
grad2_sym = sp.diff(u_expr, X)**2 + sp.diff(u_expr, Y)**2
claimed = s_sym * trial * (lap_sym - (1 - s_sym) * grad2_sym / e_sym)
spot = {X: sp.Rational(-7, 10), Y: sp.Rational(1, 5)}
assert abs(sp.N(direct.subs(spot), 30) / sp.N(claimed.subs(spot), 30) - 1) < 1e-12

eps_cold = EPS / 2
cx, cy = cold["px"], cold["py"]
q_cold = (cx - s_pt[0]) * e_q[0] + (cy - s_pt[1]) * e_q[1]
region = (q_cold < 0) & (u(cx, cy) < u_s - ETA) & ~cold["in_b"]
rx, ry = cx[region], cy[region]
margin = (1 - S_EXP) * (ux(rx, ry)**2 + uy(rx, ry)**2) - eps_cold * lap(rx, ry)
assert margin.min() > 0
bound = np.exp(S_EXP * (u(rx, ry) - u_s + ETA) / eps_cold)
worst = np.max(cold["h"][region] / bound)
assert worst <= 1

# ---------- independent trajectory simulation at a higher temperature ----------
EPS_SIM, DT_SIM, WALKERS = 0.35, 0.002, 3000
rng = np.random.default_rng(12345)
wx, wy = np.full(WALKERS, a_pt[0]), np.full(WALKERS, a_pt[1])
kick, hit_times, clock = np.sqrt(2 * EPS_SIM * DT_SIM), [], 0
while wx.size and clock < 150000:
    clock += 1
    noise = kick * rng.standard_normal((2, wx.size))
    wx, wy = (wx - DT_SIM * ux(wx, wy) + noise[0], wy - DT_SIM * uy(wx, wy) + noise[1])
    hit = (wx - b_pt[0])**2 + (wy - b_pt[1])**2 <= RADIUS**2
    if hit.any():
        hit_times.extend([clock * DT_SIM] * int(hit.sum()))
        wx, wy = wx[~hit], wy[~hit]
assert wx.size == 0
sim_mean = np.mean(hit_times)
sim_error = np.std(hit_times) / np.sqrt(WALKERS)
sim_grid = solve_grid(EPS_SIM, 0.02, True)["t_a"]
# four standard errors plus 3 % for the finite time step
assert abs(sim_mean - sim_grid) < 4 * sim_error + 0.03 * sim_grid

# ---------- SI evaluation ----------
stiff = E0 / ELL**2
kT = K_B * TEMP
det_ratio = abs(np.linalg.det(H_s * stiff)) / np.linalg.det(H_a * stiff)
prefactor_si = 2 * np.pi * GAMMA / (lam * stiff) * np.sqrt(det_ratio)
barrier_si = (u_s - u_a) * E0
tau_si = prefactor_si * np.exp(barrier_si / kT)
assert abs(tau_si / (t_nu * TIME_UNIT) - 1) < 0.1

print(f"temperature {TEMP:.0f} K, friction {GAMMA:.1e} kg/s")
print(f"length scale {ELL*1e9:.0f} nm, energy scale {E0:.1e} J, tilt {TILT}")
print(f"kT = {kT:.4e} J, eps = kT/E0 = {EPS:.5f}")
print(f"time unit gamma ELL^2/E0 = {TIME_UNIT:.4e} s, disc radius {RADIUS*ELL*1e9:.0f} nm")
for name, pt, val in (("start a", a_pt, u_a), ("saddle s", s_pt, u_s),
                      ("target b", b_pt, u_b)):
    print(f"{name}: x = {pt[0]*ELL*1e9:.3f} nm, y = {pt[1]*ELL*1e9:.3f} nm,"
          f" U/E0 = {val:.5f}")
for name, mat in (("a", H_a), ("s", H_s)):
    print(f"Hessian at {name} (E0/ELL^2): xx {mat[0,0]:.4f}, xy {mat[0,1]:.4f},"
          f" yy {mat[1,1]:.4f}, det {np.linalg.det(mat):.4f}")
print(f"saddle eigenvalues (E0/ELL^2): {-lam:.4f}, {lam_perp:.4f}")
print(f"unstable direction: ({e_q[0]:.4f}, {e_q[1]:.4f})")
print(f"lam = {lam*stiff:.4e} N/m, sqrt(det ratio) = {np.sqrt(det_ratio):.5f}")
print(f"barrier = {barrier_si:.4e} J = {barrier_si/kT:.4f} kT")
print(f"target well below start well by {(u_a-u_b)/EPS:.4f} kT")
print(f"Eyring-Kramers prefactor = {prefactor_si:.4e} s")
print(f"Eyring-Kramers mean time = {tau_si:.2f} s = {tau_si/60:.3f} min")
print(f"grid mean time, equilibrium-measure start = {t_nu*TIME_UNIT:.2f} s")
print(f"grid weight over capacity = {weight_main/cap_main*TIME_UNIT:.2f} s")
print(f"start at minimum / equilibrium-measure start - 1 = {t_a/t_nu-1:.2e}")
print("ratios to leading formulas: Thomson, capacity, Dirichlet, weight, time")
for row in table:
    print(f"eps {row[0]:.5f}: " + ", ".join(f"{v:.5f}" for v in row[1:6]))
print("share of Thomson cost on descending paths: "
      + ", ".join(f"{v:.2e}" for v in table[:, 6]))
print(f"target valley weight without h / total h-weight = {bare_ratio:.2f}")
print(f"target valley weight with h / total h-weight = {h_share:.2e}")
print(f"comparison test: sigma = {S_EXP}, eta/E0 = {ETA}, eps = {eps_cold:.5f}")
print(f"smallest margin = {margin.min():.4f}, largest h/bound = {worst:.2e}")
print(f"simulation eps = {EPS_SIM}, step {DT_SIM} time units, {WALKERS} walkers")
print(f"simulated mean = {sim_mean:.3f} +- {sim_error:.3f} time units")
print(f"grid mean at same eps = {sim_grid:.3f} time units")
print("all good")
```

Output:

```
temperature 300 K, friction 1.0e-08 kg/s
length scale 100 nm, energy scale 6.0e-20 J, tilt 0.2
kT = 4.1419e-21 J, eps = kT/E0 = 0.06903
time unit gamma ELL^2/E0 = 1.6667e-03 s, disc radius 25 nm
start a: x = 97.399 nm, y = 48.700 nm, U/E0 = 0.19743
saddle s: x = 5.013 nm, y = 2.506 nm, U/E0 = 1.00501
target b: x = -102.412 nm, y = -51.206 nm, U/E0 = -0.20244
Hessian at a (E0/ELL^2): xx 8.8583, xy -2.9487, yy 5.8973, det 43.5458
Hessian at s (E0/ELL^2): xx -2.9686, xy -2.0025, yy 4.0050, det -15.8993
saddle eigenvalues (E0/ELL^2): -3.5027, 4.5391
unstable direction: (0.9662, 0.2577)
lam = 2.1016e-05 N/m, sqrt(det ratio) = 0.60425
barrier = 4.8454e-20 J = 11.6984 kT
target well below start well by 5.7926 kT
Eyring-Kramers prefactor = 1.8065e-03 s
Eyring-Kramers mean time = 217.47 s = 3.625 min
grid mean time, equilibrium-measure start = 228.45 s
grid weight over capacity = 228.45 s
start at minimum / equilibrium-measure start - 1 = 1.16e-05
ratios to leading formulas: Thomson, capacity, Dirichlet, weight, time
eps 0.13806: 0.88762, 0.94318, 0.96519, 1.05370, 1.11718
eps 0.06903: 0.96966, 0.97370, 0.97897, 1.02285, 1.05048
eps 0.03452: 0.98695, 0.98737, 0.98897, 1.01078, 1.02371
share of Thomson cost on descending paths: 8.23e-02, 5.29e-03, 3.94e-05
target valley weight without h / total h-weight = 296.96
target valley weight with h / total h-weight = 5.21e-06
comparison test: sigma = 0.3, eta/E0 = 0.2, eps = 0.03452
smallest margin = 0.1822, largest h/bound = 3.47e-04
simulation eps = 0.35, step 0.002 time units, 3000 walkers
simulated mean = 14.534 +- 0.252 time units
grid mean at same eps = 14.600 time units
all good
```
